# Weak localization in three dimensions and its temperature exponent

Consider an electron that diffuses through a disordered metal with diffusion constant \(D\). The probability density for it to be back at its starting point after a time \(t\) is \((4\pi Dt)^{-3/2}\). Suppose that waves travelling round a closed path in the two opposite senses interfere perfectly if the loop takes less than a time \(\tau_\phi\), and not at all if it takes longer. The loops lost to interference then have the weight
\[
\int_{\tau_\phi}^{\infty}\frac{dt}{(4\pi Dt)^{3/2}}=\frac{2}{(4\pi D)^{3/2}}\,\tau_\phi^{-1/2}.
\]
If the dephasing rate follows the power law
\[
\frac1{\tau_\phi}=A\,T^{p},
\]
this weight grows as \(T^{p/2}\). Interference helps the electron to return and so lowers the conductivity; heating removes part of that reduction, and the conductivity rises as \(T^{p/2}\). The sharp switch gives the exponent but not the coefficient, which needs the size of the interference term and a realistic loss of coherence.

The two senses contribute equally because of time-reversal symmetry. If each has amplitude \(a\), coherent addition gives \(|a+a|^2=4|a|^2\), while adding probabilities gives \(2|a|^2\). The same doubling appears in scattering from a wave vector \(\mathbf k\) to \(-\mathbf k\). It was tested on a periodic lattice of \(10^3\) sites with unit hopping and random site energies spread over a width of 4. At times from 12 to 24 inverse hoppings, scattering to \(-\mathbf k\) was 2.00 times as probable as scattering to other wave vectors of equal band energy. With random hopping phases of up to 1 radian, which break the symmetry, the ratio was 1.00. Both ratios carry a sampling noise of a few per cent, so the closer agreement with 2 and 1 is accidental.

For the coefficient, take free electrons of mass \(m\) in a random potential with \(\langle V(\mathbf r)V(\mathbf r')\rangle=u\,\delta(\mathbf r-\mathbf r')\), and set \(\hbar=1\) for now. Let \(N\) be the density of states per spin at the Fermi energy and \(v\) the Fermi velocity. The golden rule gives \(1/\tau=2\pi Nu\), and the averaged Green functions are
\[
G^{R,A}_{\mathbf k}=\frac{1}{-\xi_{\mathbf k}\pm ia},\qquad a=\frac1{2\tau},
\]
with \(\xi_{\mathbf k}\) the energy measured from the Fermi level. The mean free path is \(\ell=v\tau\), \(D=v^2\tau/3\), and the expansion requires \(k_F\ell\gg1\). Scattering that rotates the spin is assumed slow compared with \(1/\tau_\phi\).

At low temperature the Kubo-Greenwood formula, with a factor 2 for spin, reads
\[
\sigma=\frac{2e^2}{\pi\,\mathcal V}\,\big\langle\mathrm{Tr}\; v_x\,\mathrm{Im}G\;v_x\,\mathrm{Im}G\big\rangle ,
\]
where \(\mathcal V\) is the volume. With averaged Green functions,
\[
\sigma_0=\frac{2e^2}{\pi}\,N\frac{v^2}{3}\int d\xi\,\frac{a^2}{(\xi^2+a^2)^2}
=\frac{2e^2}{\pi}\,N\frac{v^2}{3}\,\pi\tau=2e^2ND ,
\]
because the integral is \(\pi/(2a)=\pi\tau\). With \(N=mk_F/2\pi^2\) and \(n=k_F^3/3\pi^2\) this is the Drude value \(ne^2\tau/m\). Isotropic scattering adds no further correction at this order, since the velocity averages to zero after one collision.

Writing \(\mathrm{Im}G=(G^R-G^A)/2i\) turns the product of two imaginary parts into half of \(G^RG^A\) plus terms with \(G^RG^R\) and \(G^AG^A\). In those last terms all poles lie on one side of the real axis, so their energy integrals vanish to leading order in \(1/k_F\ell\). What remains has the prefactor \(e^2/\pi\).

In the interference term \(G^R\) visits a sequence of scatterers and \(G^A\) visits the same ones in reverse order. Reversing the second line turns these crossed diagrams into a ladder, in which the sum \(\mathbf q=\mathbf k+\mathbf k'\) of the incoming and outgoing wave vectors is conserved:
\[
\delta\sigma=\frac{e^2}{\pi}\int\!\frac{d^3q}{(2\pi)^3}\,\Gamma(q)\int\!\frac{d^3k}{(2\pi)^3}\,v_x(\mathbf k)\,v_x(\mathbf q-\mathbf k)\,|G_{\mathbf k}|^2|G_{\mathbf q-\mathbf k}|^2 .
\]

One rung of the ladder is \(I(q)=u\int_{\mathbf k}G^R_{\mathbf q/2+\mathbf k}G^A_{\mathbf q/2-\mathbf k}\). The two energies are \(\xi\pm s\) with \(s=vq\mu/2\), where \(\mu\) is the cosine of the angle between \(\mathbf k\) and \(\mathbf q\). With \(w=s-ia\), the product of denominators is \((-\xi-w)(-\xi+w)=\xi^2-w^2\). Closing the contour around the upper pole \(\xi=-w\) gives
\[
\int\frac{d\xi}{\xi^2-w^2}=\frac{2\pi i}{-2w}=\frac{\pi}{a+is}=\frac{2\pi\tau}{1+iq\ell\mu}.
\]
Since \(2\pi Nu\tau=1\), the angular average is
\[
I(q)=\frac12\int_{-1}^{1}\frac{d\mu}{1+iq\ell\mu}=\frac{\arctan q\ell}{q\ell}\simeq1-\frac{(q\ell)^2}{3}=1-Dq^2\tau .
\]
Direct momentum integration for a parabolic band with \(k_F\ell=100\), at \(q\ell=0.1\), 0.5, 1 and 2, agreed with the arctangent to within 0.003.

Dephasing enters through the assumption that a loop of duration \(t\) keeps a fraction \(e^{-t/\tau_\phi}\) of its interference. A rung is one free flight, with duration distributed as \(e^{-t/\tau}/\tau\):
\[
\int_0^\infty\frac{dt}{\tau}\,e^{-t/\tau}e^{-t/\tau_\phi}e^{-iqv\mu t}=\frac{1}{1+\tau/\tau_\phi+iq\ell\mu}.
\]
For \(\tau\ll\tau_\phi\) and \(q\ell\ll1\) this changes the averaged rung to \(1-\tau(Dq^2+1/\tau_\phi)\). The geometric series then gives
\[
\Gamma(q)=\frac{u}{1-I}=\frac{1}{2\pi N\tau^2}\,\frac{1}{Dq^2+1/\tau_\phi}.
\]
The missing first term of the crossed series, with a single scatterer, has no pole at small \(q\) and does not matter here.

The factor with the two velocities can be taken at \(q=0\), where \(v_x(-\mathbf k)=-v_x(\mathbf k)\). This is the origin of the negative sign:
\[
-N\frac{v^2}{3}\int\frac{d\xi}{(\xi^2+a^2)^2}=-N\frac{v^2}{3}\,\frac{\pi}{2a^3}=-N\frac{v^2}{3}\,4\pi\tau^3=-4\pi ND\tau^2 .
\]
Multiplying the three factors, \(N\) and \(\tau^2\) cancel. With \(\hbar\) restored,
\[
\delta\sigma=-\frac{2e^2D}{\pi\hbar}\int\frac{d^3q}{(2\pi)^3}\,\frac{1}{Dq^2+1/\tau_\phi}.
\]

Define the dephasing length \(L_\phi=\sqrt{D\tau_\phi}\). The integral diverges at large \(q\), where diffusion no longer describes the motion, so it is cut off at \(q=1/\ell\). Using \(d^3q=4\pi q^2dq\) and
\[
\frac{q^2}{Dq^2+1/\tau_\phi}=\frac1D\left[1-\frac{1}{1+q^2L_\phi^2}\right],
\]
one finds
\[
\delta\sigma=-\frac{e^2}{\pi^3\hbar}\left[\frac1\ell-\frac1{L_\phi}\arctan\frac{L_\phi}{\ell}\right].
\]
If dephasing vanishes at \(T=0\), the zero-temperature value is \(-e^2/(\pi^3\hbar\ell)\), whose size depends on the choice of cutoff. Subtracting it and using \(\arctan y\simeq\pi/2-1/y\) for large \(y\),
\[
\delta\sigma(T)-\delta\sigma(0)\simeq\frac{e^2}{2\pi^2\hbar L_\phi}\left[1-\frac{2\ell}{\pi L_\phi}\right].
\]
The cutoff has dropped out of the leading term. With the power law inserted and \(D\) independent of temperature, that term is
\[
\delta\sigma(T)-\delta\sigma(0)=\frac{e^2}{2\pi^2\hbar}\sqrt{\frac{A}{D}}\;T^{p/2}.
\]
The exponent is 3/4 for \(p=3/2\), 1 for \(p=2\), and 3/2 for \(p=3\).

The loop picture gives the same coefficient. Writing \(1/(Dq^2+1/\tau_\phi)\) as \(\int_0^\infty dt\,e^{-(Dq^2+1/\tau_\phi)t}\) and integrating over \(\mathbf q\) produces the return density \((4\pi Dt)^{-3/2}\). The weight lost to dephasing follows by partial integration:
\[
\int_0^\infty\!dt\,\frac{1-e^{-t/\tau_\phi}}{(4\pi Dt)^{3/2}}
=\frac{1}{(4\pi D)^{3/2}}\,\frac{2}{\tau_\phi}\int_0^\infty\!\frac{dt}{\sqrt t}\,e^{-t/\tau_\phi}
=\frac{2\sqrt\pi}{(4\pi D)^{3/2}\sqrt{\tau_\phi}}=\frac{1}{4\pi DL_\phi}.
\]
Multiplied by \(2e^2D/\pi\hbar\), this is \(e^2/(2\pi^2\hbar L_\phi)\). Exponential dephasing thus removes \(\sqrt\pi\) times the weight removed by the sharp switch at the same \(\tau_\phi\).

The coefficient should not depend on the diffusion approximation, because the square root of \(1/\tau_\phi\) comes from the pole at small \(q\). This was tested with the full arctangent rung, summing sequences of three or more scatterers. The coefficient of \(\sqrt{\tau/\tau_\phi}\) differed from the diffusion value by a relative 0.0015 at \(\tau/\tau_\phi=10^{-4}\) and by 0.0002 at \(10^{-6}\). The size and sign of this small remainder depend on how dephasing is applied to the factor with the two velocities; other simple choices give between \(-0.004\) and \(+0.007\) at \(10^{-4}\), and ten times less at \(10^{-6}\). Sequences of two scatterers have no small-\(q\) pole and so add no square root.

Two changes of condition alter the exponent. First, let dephasing saturate, \(1/\tau_\phi=1/\tau_s+AT^p\). At temperatures where \(AT^p\tau_s\ll1\),
\[
\delta\sigma(T)-\delta\sigma(0)=\frac{e^2}{2\pi^2\hbar\sqrt D}\left[\sqrt{\frac1{\tau_s}+AT^p}-\sqrt{\frac1{\tau_s}}\,\right]\simeq\frac{e^2}{4\pi^2\hbar}\sqrt{\frac{\tau_s}{D}}\,A\,T^p ,
\]
so the exponent is \(p\), not \(p/2\). With \(p=3/2\), \(1/\tau_s=10^7\ \mathrm{s^{-1}}\) and \(AT^p\tau_s=(T/1\ \mathrm K)^{3/2}\), the momentum integral gave an exponent of 1.499 between 0.01 and 0.02 K.

Second, let the conductor be a film of thickness \(d\ll L_\phi\). Only modes uniform across the film then matter at small \(q\), and \(\int d^3q/(2\pi)^3\) becomes \(d^{-1}\int d^2q/(2\pi)^2\). The temperature-dependent part is
\[
\delta\sigma\simeq-\frac{e^2}{\pi^2\hbar d}\ln L_\phi+\text{const}=\frac{p\,e^2}{2\pi^2\hbar d}\ln T+\text{const},
\]
a logarithm in place of a power. The bulk slope \(d\,\delta\sigma/d\ln T\) is \((p/2)\,e^2/(2\pi^2\hbar L_\phi)\), so the film slope is larger by a factor \(2L_\phi/d\).

As an example take bulk n-type silicon with \(10^{20}\) donor electrons per cm³ and a mobility of 90 cm²/Vs. These are rough typical values for such doping, which lies well above the metal-insulator transition at roughly \(4\times10^{18}\) cm⁻³ for phosphorus. The dephasing rate is a round model choice, \(10^{10}\) s⁻¹ at 4 K, with \(p=3/2\). That exponent suits electron-electron collisions in a disordered metal: the rate scales as the level spacing in a volume \((\hbar D/k_BT)^{3/2}\), the region explored in a time \(\hbar/k_BT\), and hence as \(T^{3/2}\).

Silicon has six valleys. A state and its time-reversed partner lie in opposite valleys, and intervalley scattering is assumed fast compared with \(1/\tau_\phi\). The ladder is then a matrix in the valley index. Its slowest mode is uniform over the valleys and diffuses with the averaged, isotropic \(D\); the other modes decay by intervalley scattering. The total density of states cancels as \(N\) did above, so the single-valley formula holds to leading order in \(\sqrt{\tau_{iv}/\tau_\phi}\), where \(\tau_{iv}\) is the intervalley scattering time. For a 10 % intervalley share of the scattering, a test at small \(q\) confirmed the averaged \(D\) to within 1 %, with every other mode decaying more than 100 times faster. The fast modes still add a term of that relative order, multiplied by their number. For a 10 % share and the numbers below, the result is, in the diffusion approximation, 4 to 15 % above the single-valley formula at 4 K and 11 to 42 % above it at 16 K, depending on the cutoff, and the exponent between 4 and 8 K is 0.79 to 0.87. The single-valley figures below leave this out.

The longitudinal and transverse masses of a valley are taken as 0.98 and 0.19 electron masses, in a parabolic band. A longitudinal mass of 0.916, without and with a nonparabolicity of 0.5 eV⁻¹, would move \(D\) below to 4.45 and 4.15 cm²/s and the 4 K result to 0.585 and 0.605 S/cm at the same mobility, so the band inputs alone leave a few per cent open. The stated masses are used from here on. They give a density-of-states mass \((0.98\times0.19^2)^{1/3}=0.328\) and a conductivity mass \(m_c=3/(1/0.98+2/0.19)=0.260\), in the same unit. With a sixth of the electrons in each valley, \(k_F=(3\pi^2n/6)^{1/3}=0.790\ \mathrm{nm^{-1}}\), and with the density-of-states mass the Fermi energy is 72.5 meV. For a degenerate parabolic band the Einstein relation gives
\[
D=\frac{2E_F\,\mu_e}{3e}=\frac23\,(0.0725\ \mathrm V)(90\ \mathrm{cm^2/Vs})=4.35\ \mathrm{cm^2/s},
\]
where \(\mu_e\) is the mobility. The elastic time \(\tau=\mu_e m_c/e\) is 13.3 fs, so \(\ell=\sqrt{3D\tau}=4.16\) nm. At 4 K, \(\tau_\phi=100\) ps and \(L_\phi=209\) nm. The cutoff-dependent zero-temperature term is \(-18.9\) S/cm, and the leading thermal term is \((\pi/2)(\ell/L_\phi)\) times its magnitude:
\[
\delta\sigma(4\ \mathrm K)-\delta\sigma(0)=18.9\times\frac{\pi}{2}\times\frac{4.16}{209}\simeq0.59\ \mathrm{S/cm}.
\]
In atomic units this is \(1.3\times10^{-5}\,e^2/\hbar a_0\); relative to the Drude conductivity of 1442 S/cm it is \(4.1\times10^{-4}\). From 4 to 16 K it grows by \(4^{3/4}\simeq2.8\), to 1.67 S/cm. With the 4 K rate held fixed, \(p=2\) gives 2.4 S/cm at 16 K and \(p=3\) gives 4.7 S/cm. Keeping the sharp cutoff at \(q=1/\ell\) would lower the 4 K value by 1.3 %, and the exponent between 4 and 8 K from 0.75 to 0.737. These shifts depend on the choice of cutoff and are not a prediction. Here \(\tau/\tau_\phi=1.3\times10^{-4}\), and in the test with the full arctangent rung at \(10^{-4}\), sequences of three or more scatterers changed the coefficient by less than 1 %. Sequences of two add a smooth correction that depends on wave vectors beyond \(1/\ell\) and is not included in that figure.

The total conductivity does not follow this exponent. Interaction between diffusing electrons adds a term whose standard form, used here as an estimate without derivation and with the Hartree contribution set to zero, is
\[
\delta\sigma_{\rm int}=\frac{e^2}{4\pi^2\hbar}\,\frac43\,c\,\sqrt{\frac{k_BT}{\hbar D}},\qquad c=-\sqrt{\frac{\pi}{8}}\;\zeta\!\left(\tfrac12\right),
\]
where \(\zeta\) is the Riemann zeta function. It amounts to 2.6 S/cm at 4 K, 4.4 times the weak-localization term. The sum of the two has an apparent exponent of 0.55 between 4 and 8 K, so reading \(p\) from twice that exponent would give 1.1 instead of 1.5. The omitted Hartree contribution has the opposite sign. In a conductor with several valleys and slow intervalley scattering it can even reverse the sign of the interaction term, so these figures apply only where it is small. A weak magnetic field can separate the terms, since the interaction term estimated here does not rely on time-reversed paths. A field \(B\) multiplies the return density in the interference term by \(x/\sinh x\simeq1-x^2/6\), with \(x=2eBDt/\hbar\). At \(B=\hbar/(4eL_\phi^2)\), which is 3.8 mT at 4 K and 0.47 mT at 1 K, \(x=t/2\tau_\phi\), and averaging over the loops shifts the conductivity at that temperature by only about 1/96 of the thermal term. At ten times this field the shift is about 30 %. The difference from the zero-temperature value is more sensitive, because a fixed field also suppresses the long loops that matter at lower temperatures. In a fixed field of 3.8 mT, the difference \(\delta\sigma(T)-\delta\sigma(0)\) at 4 K is 29 % smaller than without a field, and its exponent between 4 and 8 K rises from 0.75 to 0.97. At a tenth of that field the exponent defined in this way is still about 0.81. Nearly all of this comes from the shifted reference value \(\delta\sigma(0)\). If the offset is left free and the exponent is taken from the differences between 4, 8 and 16 K, it is 0.76 at 3.8 mT and 0.75 at a tenth of that field. With a free offset it is enough to keep stray fields below the field scale at the lowest temperature used.

Thermal smearing of the Fermi edge also changes the conductivity, and for the white-noise disorder of the derivation it acts in the opposite direction. There \(\tau\propto E^{-1/2}\), the conductivity is proportional to the chemical potential, and at fixed density it changes by \(-\sigma_0(\pi^2/12)(k_BT/E_F)^2\). That is \(-0.03\) S/cm at 4 K but \(-0.43\) S/cm at 16 K, a quarter of the weak-localization term there. Charged donors scatter with a different energy dependence. For \(\tau\propto E^r\) the change at fixed density is \(2r(r+\tfrac32)\,\sigma_0(\pi^2/12)(k_BT/E_F)^2\), which is positive if \(\tau\) grows with energy. It can also be much larger: \(r=3/2\), the exponent for weakly screened charges, would give about \(+3.9\) S/cm at 16 K, more than the weak-localization term. The numbers above therefore do not bound the effect in real silicon, where it depends on how the donors are screened. Phonon scattering in the mobility has been left out and sets a further upper limit on the useful temperature range.

Real silicon strains three other assumptions. Here \(k_F\ell=3.3\), which is not large; \(1/(k_F\ell)^2=0.09\) suggests, without bounding them, higher-order changes of ten per cent or more. If intervalley scattering were slower than dephasing, each valley would interfere on its own, through the symmetry of its ellipsoid about its own minimum. Rescaling \(\mathbf q\) along the ellipsoid axes, with diffusion constants \(D_1,D_2,D_3\), gives each valley a factor \(D^{3/2}/\sqrt{D_1D_2D_3}=1.42\), and six valleys would raise the result 8.5 times. Finally, many doped layers in devices are thin. At 4 K a 100 nm layer has \(2L_\phi/d\simeq4\), so its logarithmic slope is about four times the bulk one. The bulk law down to 1 K, where \(L_\phi=590\) nm, is approached slowly: for \(d\gg L_\phi\) and reflecting surfaces the slope is \(1+L_\phi/d\) times the bulk one, 12 % too large at a thickness of 5 micrometres and 1 % at 50. The numerical output lists the values at each temperature.

## Calculated quantities

```
backscattering ratio, time reversal kept: 2.00
backscattering ratio, random flux: 1.00
full-ladder coefficient error, tau/tau_phi=1e-4: 0.0015
full-ladder coefficient error, tau/tau_phi=1e-6: 0.0002
exponent with saturated dephasing, p=1.5: 1.499
donor electron density: 1.0e+20 cm^-3
mobility: 90 cm2/Vs; valleys: 6
masses, longitudinal/transverse: 0.98/0.19 m_e
masses, density-of-states/conductivity: 0.328/0.260 m_e
Fermi wave number: 0.790 nm^-1
Fermi energy: 72.5 meV
elastic time tau: 13.3 fs
diffusion constant D: 4.35 cm2/s
mean free path ell: 4.16 nm
k_F*ell: 3.29; 1/(k_F*ell)^2: 0.092
Drude conductivity: 1442 S/cm
dephasing rate at 4 K: 1.0e+10 s^-1; p = 1.5
dsigma(0) with cutoff 1/ell: -18.9 S/cm
WL = dsigma(T)-dsigma(0); INT = interaction; SM = thermal smearing
T=1 K: tau_phi=800.0 ps, L_phi=590 nm, WL=0.209, INT=1.305, SM=-0.0017 S/cm
T=2 K: tau_phi=282.8 ps, L_phi=351 nm, WL=0.352, INT=1.846, SM=-0.0067 S/cm
T=4 K: tau_phi=100.0 ps, L_phi=209 nm, WL=0.591, INT=2.611, SM=-0.0268 S/cm
T=8 K: tau_phi=35.4 ps, L_phi=124 nm, WL=0.995, INT=3.692, SM=-0.1073 S/cm
T=16 K: tau_phi=12.5 ps, L_phi=74 nm, WL=1.673, INT=5.222, SM=-0.4292 S/cm
WL at 4 K in atomic units: 1.286e-05 e^2/(hbar a0)
WL at 4 K over Drude conductivity: 4.10e-04
INT/WL at 4 K: 4.41
p=2: WL at 1, 4, 16 K = 0.148, 0.591, 2.365 S/cm
p=3: WL at 1, 4, 16 K = 0.074, 0.591, 4.731 S/cm
exponent 4-8 K, WL with cutoff: 0.737
exponent 4-8 K, WL + INT: 0.550
finite-cutoff change of WL at 4 K: -1.27 %
anisotropy factor of one unmixed valley: 1.420
WL factor if all valleys were unmixed: 8.52
field hbar/(4 e L_phi^2) at 1 K: 0.473 mT
field hbar/(4 e L_phi^2) at 4 K: 3.784 mT
k_B T tau_phi/hbar at 4 K: 52.4
```
